# The Epstein zeta function, its functional equation and the jellium Madelung constant, part 3

Unit point charges on a Bravais lattice $\Lambda$ (sites $R$, cell volume $V=4\pi r_s^3/3$) sit in a rigid uniform background, in Hartree atomic units. The dual lattice $\Lambda^*$ has vectors $k$, and $G=2\pi k$. $Z_\Lambda(s)$, or $Z(s)$, continues

$$Z_\Lambda(s)=\sum_{R\in\Lambda}{}'\,|R|^{-s},\tag{1}$$

primes omitting zero vectors. With $\theta_\Lambda(t)=\sum_Re^{-\pi tR^2}$, $\xi_\Lambda(s)=\pi^{-s/2}\Gamma(s/2)Z_\Lambda(s)$, $d=3$ and $\eta^2=\pi\tau$ for any split point $\tau>0$,

$$\int_{\mathbb R^d}e^{-\pi tx^2-2\pi ik\cdot x}d^dx=t^{-d/2}e^{-\pi k^2/t}.\tag{5}$$

$$\theta_\Lambda(t)=\frac{1}{V\,t^{d/2}}\;\theta_{\Lambda^*}(1/t).\tag{6}$$

$$Z_\Lambda(1)=\xi_\Lambda(1)=\frac{Z_{\Lambda^*}(2)}{\pi V},\qquad Z_\Lambda(-1)=-\frac{16\pi^4}{2\pi^3V}\sum_G{}'\,G^{-4}=-\frac{8\pi}V\sum_G{}'\,G^{-4}.\tag{11}$$

$$Z_\Lambda(1)=\sum_R{}'\frac{\operatorname{erfc}(\eta R)}R+\frac{4\pi}V\sum_G{}'\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.\tag{13}$$

For (6), tiling unfolded a cell integral into one over all space. The screened interaction is $v_\kappa(r)=e^{-\kappa r}/r$, with $\hat v=\int v_\kappa d^3x=4\pi/\kappa^2$, $b=\kappa^2/4\pi$ and energy per particle $e_\kappa$:

$$e_\kappa=\tfrac12M(\kappa),\qquad M(\kappa)=\sum_R{}'\frac{e^{-\kappa R}}R-\frac{4\pi}{V\kappa^2}.\tag{15}$$

$$\frac{e^{-\kappa r}}r=\int_0^\infty t^{-1/2}e^{-\pi tr^2}e^{-b/t}dt,\qquad \frac{4\pi}{\kappa^2}=\frac1b=\int_0^\infty t^{-2}e^{-b/t}dt,\tag{16}$$

$$e=\lim_{\kappa\to0}e_\kappa=\tfrac12Z(1)=-\frac{\alpha}{r_s},\qquad \alpha=-\tfrac12\,r_s\,Z(1).\tag{17}$$

$$M(\kappa)=Z(1)+\kappa-\frac{4\pi\kappa^2}V\sum_G{}'\frac1{G^2(G^2+\kappa^2)}.\tag{18}$$

For a finite Coulomb crystal of $N$ neutral cells, with energy $E$ and cell–cell interaction $W_0(R)$,

$$\lim_{N\to\infty}\frac EN=\frac12\sum_RW_0(R)=\frac12\lim_{\kappa\to0}M(\kappa)=\frac12Z(1).\tag{21}$$

Examples: a cube of $L^3$ simple cubic cells, $a=1$, $Z(1)=-2.83729748$; bcc with cube side $a=1$, $V=0.5$, $Z(1)=-3.63923345$; triclinic with primitive vectors $(1,0,0)$, $(0.3,0.9,0)$, $(0.2,-0.25,0.8)$. In the listing, "split" means continuation by an integral divided at $\tau$, "cutoff route" continuation by a smooth cutoff, and beta the Dirichlet beta function; "Yukawa limit", "slope" and "k^2 coeff" are the fitted constant, $\kappa$ and $\kappa^2$ coefficients of $M$.

The site potential is $M(\kappa)=\sum_R\varphi_\kappa(R)$, with $\varphi_\kappa(R)=v_\kappa(R)-\langle v_\kappa(R+x)\rangle$ for $R\neq0$, $\varphi_\kappa(0)=-\langle v_\kappa(x)\rangle$, and $\langle\cdot\rangle$ the cell average. For cells of cubic symmetry the second-order term of the average is $\frac16\langle r^2\rangle\nabla^2v_\kappa$, where $\nabla^2v_\kappa=\kappa^2v_\kappa$ for $r>0$. Fourth derivatives of $v_\kappa$ are bounded by a constant times $r^{-5}$, uniformly in $\kappa$. With $\epsilon_\kappa$ the remainder, therefore

$$\varphi_\kappa(R)=-\tfrac16\langle r^2\rangle\,\kappa^2v_\kappa(R)+\epsilon_\kappa(R),\qquad|\epsilon_\kappa(R)|\le CR^{-5},$$

uniformly in $\kappa$ by the fourth-derivative bound, and $\epsilon_0=\varphi_0$. Summing over $R\ne0$ and using (15) in the form $\kappa^2\sum'v_\kappa=\kappa^2M+4\pi/V$,

$$M(\kappa)=\varphi_\kappa(0)+\sum_R{}'\epsilon_\kappa(R)-\tfrac16\langle r^2\rangle\Big(\kappa^2M+\frac{4\pi}V\Big).$$

Each trace term vanishes as $\kappa\to0$, but their sum does not, because the range $1/\kappa$ grows. In the limit the first two terms tend to $\Phi=\sum_R\varphi_0(R)$, the absolutely convergent Coulomb potential at a site deep inside a finite crystal of neutral cubic cells, measured from zero at infinity:

$$\Phi=Z(1)+\frac{2\pi\langle r^2\rangle}{3V}.\tag{22}$$

For the unit cube $\langle r^2\rangle=3\int_{-1/2}^{1/2}x^2dx=0.25$, the shift is $\pi/6=0.52359878$, and (22) predicts $-2.83729748+0.52359878=-2.31369870$. The direct calculation at the centre of a cube of odd side $L$ is the sum of $1/R$ over the other sites minus $2.3800773640\,L^2$, the potential at the centre of a uniform cube of unit density. For $L=1$ this is $-2.380077$. For $L=3$ it is $6+12/\sqrt2+8/\sqrt3-9\cdot2.380077364=19.1040835-21.4206963\approx-2.316613$. The cells outside the cube contribute at most of order $\sum_{R>L/2}R^{-5}\sim L^{-2}$. The values at $L=21,31,41$ are $-2.31375689$, $-2.31372540$, $-2.31371397$; their deviations from the prediction times $L^2$ are $-0.0257$ at both ends of this range, and a fit that assumes even powers of $1/L$ extrapolates to $-2.31369870$. Half of this potential, $-1.1568494$, is not the energy per particle $-1.4186487$. If the cell has an anisotropic second moment, a traceless $R^{-3}$ term survives at $\kappa=0$, absolute convergence is not obtained, and the potential depends on the outer shape of the crystal and in general on the position of the site in it; (22) then holds only where symmetry cancels the traceless term, as at the centre of a cube-shaped crystal, while (21) holds for every shape.

The two results are consistent because the energy $\frac12\int\rho\,\phi$ counts the background as well as the point. The screened potential of the infinite crystal, $\psi_\kappa(x)=\sum_Rv_\kappa(x-R)-\hat v/V$, has cell average $\hat v/V-\hat v/V=0$ by tiling. The energy per cell is then $\frac12[M(\kappa)-0]$, and the background drops out. The argument leading to (22) does not use the position of the field point except in finitely many near cells, so in the interior of a finite Coulomb crystal built of cells with cubic symmetry the whole potential is raised by the same constant. The point gains half of that constant in energy, the background of total charge $-1$ loses the same amount, and the sum is unchanged. So $Z(1)$ is the site potential in the convention where the cell average vanishes, and half the site potential equals the energy in that convention.

This is the convention of the plane-wave method. The Fourier transform of $v_\kappa$ follows from (16) and (5): $\int_0^\infty t^{-2}e^{-(\pi k^2+b)/t}dt=(\pi k^2+b)^{-1}=4\pi/(G^2+\kappa^2)$. Unfolding the cell integral as for (6), the Fourier coefficients of $\psi_\kappa$ are $4\pi/[V(G^2+\kappa^2)]$ for $G\ne0$, and the $G=0$ coefficient is cancelled by the background. At $\kappa=0$ define $\psi_0=(4\pi/V)\sum'e^{iG\cdot x}/G^2$, the periodic Coulomb potential with $G=0$ dropped; the coefficients are square-summable, so the series converges in the mean square. The difference $\psi_0-\psi_\kappa=(4\pi\kappa^2/V)\sum'e^{iG\cdot x}/[G^2(G^2+\kappa^2)]$ converges absolutely and is continuous at $x=0$. Write

$$\psi_0-\frac1{|x|}=\big(\psi_\kappa-v_\kappa\big)+\Big(v_\kappa-\frac1{|x|}\Big)+\big(\psi_0-\psi_\kappa\big)$$

and let $x\to0$. The brackets tend to $M(\kappa)$, to $-\kappa$, and to the last sum of (18) with positive sign, so by (18) the total is $Z(1)$. This gives a concrete meaning to the first relation in (11): the continued value of $(4\pi/V)\sum'G^{-2}$ is the periodic potential at a site with the singular $1/|x|$ of that site removed. For one point ion of charge $q$ per cell, the ion–ion energy per cell with the $G=0$ term dropped is $\frac12q^2Z(1)$. Cells with several ions need sums over shifted lattices, which (1) does not cover.

For bcc, $r_s/a=(3\cdot0.5/4\pi)^{1/3}=0.492372511$, and (17) gives

$$\alpha_{\rm bcc}=\tfrac12\cdot0.492372511\cdot3.639233450=0.895929256.$$

The same value comes from the lattice scaled to $V=1$, where $Z(1)=-2.888461503$, equal to $-3.63923345/2^{1/3}$ as scaling requires. For fcc at $V=1$, $Z(1)=-2.888282119$ and $\alpha=0.895873615$; for simple cubic $\alpha=0.880059442$; for the triclinic lattice $\alpha=0.887825790$. The size of these numbers can be understood by replacing the cell with a sphere of radius $r_s$ and ignoring the other cells, which a neutral sphere does not act upon from outside. The point–background energy is $-(3/4\pi r_s^3)\int_0^{r_s}4\pi r\,dr=-3/(2r_s)$. Building the background shell by shell, with enclosed charge $Q=r^3/r_s^3$, costs $\int Q\,dQ/r=3r_s^{-6}\int_0^{r_s}r^4dr=3/(5r_s)$. The ion-sphere value is $\alpha=\frac32-\frac35=0.9$. The bcc and fcc constants lie $0.45\%$ and $0.46\%$ below it, relative to $0.9$, and simple cubic $2.2\%$ below. The order ion sphere, bcc, fcc, simple cubic is a computed result for these cases and is no proof that bcc is optimal among lattices. The bcc and fcc constants differ by $5.564\times10^{-5}$.

For a Wigner crystal of electrons at the round model value $r_s=100$ bohr, where the bcc cube side is $100/0.492372511=203.1$ bohr, (17) gives $e=-0.00895929$ Ha for bcc. With $1\ \mathrm{Ha}=27.211386$ eV this is $-243.79$ meV per electron; fcc gives $-243.78$ meV and simple cubic $-239.48$ meV. The fcc energy exceeds the bcc energy by $5.564\times10^{-7}$ Ha, or $0.015$ meV. These digits belong to the static point-charge model, which leaves out zero-point motion, anharmonicity and exchange. The density is about that at which the electron crystal melts (published quantum Monte Carlo estimates lie roughly between $r_s=85$ and $110$), so these omissions are not small. The simple cubic lattice has imaginary phonon frequencies in this model and is listed only as a static reference, not as a stable crystal. The size of the first omission can be estimated in the ion-sphere picture. An electron displaced by $x$ feels the enclosed charge $x^3/r_s^3$, a restoring force $x/r_s^3$, and so oscillates with frequency $r_s^{-3/2}$ and zero-point energy $\frac32r_s^{-3/2}$. Relative to $0.9/r_s$ this is $\frac53r_s^{-1/2}$, one sixth at $r_s=100$, whereas the static bcc–fcc difference is $6\times10^{-5}$ of the bcc energy. The term $-\alpha/r_s$ is the leading one at large $r_s$, but the ion-sphere estimate, $1.5\times10^{-3}$ Ha at this density, is the same for both structures, and a difference between their actual zero-point energies of only about $4\times10^{-4}$ of that size would equal the static difference. Harmonic lattice dynamics, quoted and not derived here, gives $1.329\,r_s^{-3/2}$ for bcc and $1.333\,r_s^{-3/2}$ for fcc, a difference of about $4.7\times10^{-6}$ Ha at $r_s=100$, eight times the static one and of the same sign. At this density the static result therefore cannot by itself decide between the two structures or set the size of the gap.

## Computed values

```
triclinic V = 0.7200; theta(0.3) = 8.4525626391, dual side = 8.4525626391
square lattice Z(1): split = -3.9002649200, 4 zeta beta = -3.9002649200
triclinic, cutoff route: Z(0) = -1.000000000, |Z(-2)| = 2.0e-08
triclinic s = 1.0: xi(s) = -3.19357012, xi*(3-s)/V = -3.19357012
triclinic s = -1.5: xi(s) = 0.88171542, xi*(3-s)/V = 0.88171549
triclinic s = (0.4+2j): xi(s) = -0.68625813+0.47278904j, xi*(3-s)/V = -0.68625813+0.47278904j
lattices below: sc, bcc, fcc scaled to V = 1; Z(1), M in 1/length, kappa in 1/length
sc: Z(1) = -2.837297479, Yukawa limit = -2.837297, alpha = 0.880059442
sc: M(kappa=1) = -1.9689148, slope = 1.00000, k^2 coeff = -0.13330, Z(-1)/2 = -0.13330
bcc: Z(1) = -2.888461503, Yukawa limit = -2.888461, alpha = 0.895929256
bcc: M(kappa=1) = -2.0157121, slope = 1.00000, k^2 coeff = -0.12870, Z(-1)/2 = -0.12870
fcc: Z(1) = -2.888282119, Yukawa limit = -2.888282, alpha = 0.895873615
fcc: M(kappa=1) = -2.0156046, slope = 1.00000, k^2 coeff = -0.12878, Z(-1)/2 = -0.12878
tri: Z(1) = -3.193570120, Yukawa limit = -3.193570, alpha = 0.887825790
tri: M(kappa=1) = -2.3098379, slope = 1.00000, k^2 coeff = -0.11740, Z(-1)/2 = -0.11740
unit cube: double integral of 1/r = 1.8823126444, potential at centre = 2.3800773640
finite cube L = 12: E/N = -1.42059856 (1/a)
finite cube L = 16: E/N = -1.42011576 (1/a)
finite cube L = 20: E/N = -1.41982459 (1/a)
finite cube L = 24: E/N = -1.41962986 (1/a)
E/N extrapolated = -1.4186487, Z(1)/2 = -1.4186487 (1/a)
central potential L = 1, 3: -2.380077, -2.316613 (1/a)
central potential L = 21, 31, 41: -2.31375689, -2.31372540, -2.31371397 (1/a)
extrapolated = -2.31369870; <r^2> = 0.2500 a^2, shift = 0.52359878, Z(1)+shift = -2.31369870 (1/a)
half the finite-crystal potential = -1.1568494 (1/a), not the energy
bcc example: a = 1, V = 0.500 a^3, tau = 2.0 a^-2, eta = 2.506628 1/a
direct shell R^2 = 0.75 a^2, count 8, term 0.019775218 1/a
direct shell R^2 = 1.00 a^2, count 6, term 0.002356504 1/a
direct shell R^2 = 2.00 a^2, count 12, term 0.000004541 1/a
dual shell k^2 = 2 a^-2, count 12, term 0.165065009 1/a
dual shell k^2 = 4 a^-2, count 6, term 0.001783276 1/a
dual shell k^2 = 6 a^-2, count 24, term 0.000205500 1/a
dual shell k^2 = 8 a^-2, count 12, term 0.000003330 1/a
dual shell k^2 = 10 a^-2, count 24, term 0.000000230 1/a
direct sum 0.022136327, dual sum 0.167057349 (1/a)
background term -1.000000000, self term -2.828427125 (1/a)
Z_bcc(1) = -3.639233450 1/a, r_s/a = 0.492372511, alpha = 0.895929256
Z of dual fcc lattice at s = 2: -5.716494535 a^2
ion-sphere alpha = 0.900000; bcc minus fcc alpha = 5.5640e-05
r_s = 100 bohr, bcc a = 203.0983 bohr, 1 Ha = 27.211386 eV
sc: e = -0.008800594 Ha = -239.4764 meV per particle
bcc: e = -0.008959293 Ha = -243.7948 meV per particle
fcc: e = -0.008958736 Ha = -243.7796 meV per particle
e(fcc) - e(bcc) = 5.5640e-07 Ha = 0.01514 meV
```
